**Additivity of QED-HF and the $\lambda^4$ cavity correlation of two LiH molecules**

The program treats two distant molecules in one mode of frequency $\omega$ and coupling $\lambda$, with excitation energies `a`, `b` and coupled transition dipoles $p$, $q$. It asserts that the QED-HF pair energy approaches twice the monomer energy, with a residue $\mu^2/R^3$ at 100 bohr, where $\mu$ is the dipole moment and $R$ the separation, and that the dipole variances add at 1000 bohr. It also asserts that an optimally displaced photon state cancels the squared mean dipole. Computer algebra confirms that the three classes of fourth-order paths sum to the closed formula, and a numerical integral over imaginary frequency gives the same total. Diagonalization of the two-molecule Hamiltonian, extrapolated from two small couplings, must reproduce the $\lambda^2$ coefficient within 0.1% and the $\lambda^4$ total and each of its classes within 0.3%. The output shows a total coefficient of $-0.8116$ from both routes, while the two classes containing the self-energy cross term differ by about 0.1%. At $\lambda=0.05$ the formula gives $-5.07\times10^{-6}$ hartree and diagonalization $-4.86\times10^{-6}$ hartree.

## Numerical verification

```python
"""Two distant molecules A, B in one cavity mode (hartree atomic units).

Results under test
 (1) QED-HF: E_AB = E_A + E_B for localized determinants and an optimally
     displaced photon state (zero-point energy of the mode left out).
 (2) The exact energy is nonadditive from order lambda^4 on:
     E = -sum_nm p^2 q^2 a b [2ab + w(a+b)] / [2(a+b)(a+w)^2(b+w)^2]
Symbols: w mode frequency; lam coupling strength along z; a, b excitation
energies of A and B; p, q = lam times their transition dipoles;
delta = dipole operator minus its ground-state mean.
The square of the dipole operator is taken inside the finite basis.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf, fci, ao2mo, lib

BOND, W, LAM = 3.0, 0.1, 0.05
HARTREE_EV = constants.value('Hartree energy in eV')


def molecule(x_positions):
    atoms = []
    for x in x_positions:
        atoms += [['Li', (x, 0.0, 0.0)], ['H', (x, 0.0, BOND)]]
    return gto.M(atom=atoms, basis='sto-3g', unit='Bohr', verbose=0)


def qed_hf(mol, lam, density):
    """Restricted QED-HF; returns energy, density, dipole, dipole variance."""
    s = mol.intor('int1e_ovlp')
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    z = mol.intor('int1e_r')[2]
    eri = mol.intor('int2e')
    z_squared = z @ np.linalg.solve(s, z)
    nocc = mol.nelectron // 2
    accelerator = lib.diis.DIIS()
    for _ in range(200):
        coulomb = np.einsum('pqrs,rs->pq', eri, density)
        exchange = np.einsum('prqs,rs->pq', eri, density)
        one = h + 0.5 * lam**2 * z_squared
        two = coulomb - 0.5 * exchange - 0.5 * lam**2 * z @ density @ z
        fock = one + two
        error = fock @ density @ s - s @ density @ fock
        energy = np.sum(density * (one + 0.5 * two)) + mol.energy_nuc()
        # the density must also be idempotent before convergence is accepted
        idem = density @ s @ density - 2 * density
        if max(abs(error).max(), abs(idem).max()) < 1e-9:
            break
        fock = accelerator.update(fock, xerr=error)
        orbitals = eigh(fock, s)[1][:, :nocc]
        density = 2 * orbitals @ orbitals.T
    else:
        raise RuntimeError('QED-HF did not converge')
    dipole = mol.atom_charges() @ mol.atom_coords()[:, 2] - np.sum(density * z)
    variance = np.sum(density * z_squared) \
        - 0.5 * np.trace(density @ z @ density @ z)
    return energy, density, dipole, variance


# ---------- QED-HF of one molecule and of the distant pair ----------
mono = molecule([0.0])
mf = scf.RHF(mono)
mf.conv_tol = 1e-12
mf.kernel()
bare_density = np.asarray(mf.make_rdm1())
e_bare = qed_hf(mono, 0.0, bare_density)[0]
assert abs(e_bare - mf.e_tot) < 1e-9
e_mono, d_mono, mu, var_mono = qed_hf(mono, LAM, bare_density)

rng = np.random.default_rng(1)
noise = rng.normal(size=(12, 12))
start = block_diag(bare_density, bare_density) + 0.01 * (noise + noise.T)
pair_hf = {}
for distance in (100.0, 1000.0):
    e_pair, _, _, var_pair = qed_hf(molecule([0.0, distance]), LAM, start)
    pair_hf[distance] = (e_pair, e_pair - 2 * e_mono, var_pair)
assert abs(pair_hf[100.0][1] * 100.0**3 / mu**2 - 1) < 0.01
assert abs(pair_hf[1000.0][1]) < 1e-8
assert abs(pair_hf[1000.0][2] - 2 * var_mono) < 1e-6

# A displaced photon state cancels the squared mean dipole completely.
levels = 40
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
mean = LAM * 2 * mu
photon_h = W * np.diag(np.arange(levels)) \
    - np.sqrt(W / 2) * mean * (ladder + ladder.T) \
    + 0.5 * mean**2 * np.eye(levels)
photon_values, photon_vectors = np.linalg.eigh(photon_h)
photon_number = np.arange(levels) @ photon_vectors[:, 0]**2
assert abs(photon_values[0]) < 1e-10
assert abs(photon_number - mean**2 / (2 * W)) < 1e-8
vacuum_cross = photon_h[0, 0] - 2 * 0.5 * (LAM * mu)**2

# ---------- full CI states of one molecule ----------
c = mf.mo_coeff
norb, nelec = c.shape[1], (2, 2)
h_mo = c.T @ mf.get_hcore() @ c
eri_mo = ao2mo.restore(1, ao2mo.kernel(mono, c), norb)
z_mo = c.T @ mono.intor('int1e_r')[2] @ c
h_eff = fci.direct_spin1.absorb_h1e(h_mo, eri_mo, norb, nelec, 0.5)
nstr = fci.cistring.num_strings(norb, 2)
dim = nstr**2
h_ci, z_ci = np.zeros((dim, dim)), np.zeros((dim, dim))
for k in range(dim):
    unit = np.zeros(dim)
    unit[k] = 1.0
    unit = unit.reshape(nstr, nstr)
    h_ci[:, k] = fci.direct_spin1.contract_2e(h_eff, unit, norb, nelec).ravel()
    z_ci[:, k] = fci.direct_spin1.contract_1e(z_mo, unit, norb, nelec).ravel()
# determinant variance: many-electron operator against orbital formula
var_operator = z_ci[:, 0] @ z_ci[:, 0] - z_ci[0, 0]**2
var_orbital = 2 * np.sum(z_mo[:2, 2:]**2)
assert abs(var_operator - var_orbital) < 1e-9

energies, states = np.linalg.eigh((h_ci + h_ci.T) / 2)
z_eig = states.T @ z_ci @ states
linked = np.zeros(dim, bool)
linked[0] = True
while True:                       # all states reachable through the dipole
    grown = linked | (abs(z_eig[:, linked]).max(axis=1) > 1e-7)
    if grown.sum() == linked.sum():
        break
    linked = grown
excitation = energies[linked] - energies[0]
delta = z_eig[np.ix_(linked, linked)]
delta = (delta + delta.T) / 2 - z_eig[0, 0] * np.eye(linked.sum())
n = len(excitation)
omega_n, dip_n = excitation[1:], delta[1:, 0]

# ---------- exact polaritonic energies ----------
NPH = 6
b_op = np.diag(np.sqrt(np.arange(1, NPH)), 1)
x_op = b_op + b_op.T


def single_energy(lam, bilinear=1.0):
    d = lam * delta
    h = np.kron(np.diag(excitation) + d @ d / 2, np.eye(NPH)) \
        + np.kron(np.eye(n), W * np.diag(np.arange(NPH))) \
        - bilinear * np.sqrt(W / 2) * np.kron(d, x_op)
    return np.linalg.eigvalsh(h)[0]


def on_a(m, t):
    return np.tensordot(m, t, (1, 0))


def on_b(m, t):
    return np.tensordot(m, t, (1, 1)).transpose(1, 0, 2)


def nonadditive(lam, bilinear=1.0, cross=1.0):
    """Exact E_AB - 2 E_A, with photon coupling and cross term scaled."""
    d = lam * delta
    half_square = d @ d / 2
    diagonal = excitation[:, None, None] + excitation[None, :, None] \
        + W * np.arange(NPH)[None, None, :] - 1.0   # shift by -1 hartree

    def apply(v):
        t = v.reshape(n, n, NPH)
        ta, tb = on_a(d, t), on_b(d, t)
        out = diagonal * t + on_a(half_square, t) + on_b(half_square, t)
        out = out + cross * on_a(d, tb)
        out = out - bilinear * np.sqrt(W / 2) * ((ta + tb) @ x_op)
        return out.ravel()

    size = n * n * NPH
    guess = np.full(size, 1e-6)
    guess[0] = 1.0
    op = LinearOperator((size, size), matvec=apply, dtype=float)
    value, vector = eigsh(op, k=1, which='SA', v0=guess, ncv=40, tol=1e-10)
    t = vector[:, 0].reshape(n, n, NPH)
    covariance = np.sum(t * on_a(delta, on_b(delta, t))) \
        - np.sum(t * on_a(delta, t)) * np.sum(t * on_b(delta, t))
    return value[0] + 1.0 - 2 * single_energy(lam, bilinear), covariance


# ---------- fourth-order coefficients of p^2 q^2 ----------
def self_twice(a, b, w):
    return -1 / (a + b)


def self_once(a, b, w):
    ends = (1 / (a + w) + 1 / (b + w)) / (a + b)
    return w * (ends + 1 / ((a + w) * (b + w)))


def photon_four(a, b, w):
    ends = 1 / (a + w) + 1 / (b + w)
    both_excited = w**2 / 4 * (1 / (a + b) + 2 / (a + b + 2 * w)) * ends**2
    two_photons = w**2 / (2 * w * (a + w) * (b + w))
    renormal = w**2 / 4 * ends / ((a + w) * (b + w))
    return -both_excited - two_photons + renormal


def closed(a, b, w):
    return -a * b * (2 * a * b + w * (a + b)) \
        / (2 * (a + b) * (a + w)**2 * (b + w)**2)


sa, sb, sw = sp.symbols('a b w', positive=True)
path_sum = sum(f(sa, sb, sw) for f in (self_twice, self_once, photon_four))
assert sp.cancel(sp.together(path_sum - closed(sa, sb, sw))) == 0

A, B = omega_n[:, None], omega_n[None, :]
weight = dip_n[:, None]**2 * dip_n[None, :]**2
part = [np.sum(weight * f(A, B, W))
        for f in (self_twice, self_once, photon_four)]
total = np.sum(weight * closed(A, B, W))


def polarizability(u):
    return np.sum(2 * omega_n * dip_n**2 / (omega_n**2 + u**2))


integral = quad(lambda u: polarizability(u)**2 * u**4 / (u**2 + W**2)**2,
                0, np.inf, limit=400, epsabs=1e-10, epsrel=1e-9)[0]
frequency_form = -integral / (2 * np.pi)
assert abs(frequency_form / total - 1) < 1e-6


# Remove the next order (relative size lambda^2) from two small couplings.
def leading(f, power):
    v1, v2 = f(0.01) / 0.01**power, f(0.02) / 0.02**power
    return (4 * v1 - v2) / 3


second = 0.5 * np.sum(dip_n**2 * omega_n / (omega_n + W))
second_exact = leading(single_energy, 2)
total_exact = leading(lambda x: nonadditive(x)[0], 4)
twice_exact = leading(lambda x: nonadditive(x, bilinear=0.0)[0], 4)
four_exact = leading(lambda x: nonadditive(x, cross=0.0)[0], 4)
once_exact = total_exact - twice_exact - four_exact
assert abs(second_exact / second - 1) < 1e-3
for exact, formula in ((total_exact, total), (twice_exact, part[0]),
                       (once_exact, part[1]), (four_exact, part[2])):
    assert abs(exact / formula - 1) < 3e-3

exact_main, covariance_main = nonadditive(LAM)
assert exact_main < 0 and covariance_main < 0
bright = np.argmax(dip_n**2)
pair_bright = LAM**4 * dip_n[bright]**4 * closed(omega_n[bright],
                                                 omega_n[bright], W)
wavelength = 2 * np.pi / constants.fine_structure / W

print(f'bond length                        {BOND:.1f} bohr')
print(f'mode frequency w                   {W:.2f} hartree')
print(f'coupling lambda                    {LAM:.2f} a.u.')
print(f'free-space wavelength at w         {wavelength:.0f} bohr')
print('--- QED-HF, LiH, STO-3G ---')
print(f'HF energy without cavity           {e_bare:.8f} hartree')
print(f'QED-HF energy, one molecule        {e_mono:.8f} hartree')
print(f'dipole moment, one molecule        {mu:.5f} a.u.')
print(f'dipole variance, one molecule      {var_mono:.6f} a.u.')
print(f'self-energy lam^2 Var/2            {LAM**2*var_mono/2:.8f} hartree')
for distance, (e_pair, gap, var_pair) in pair_hf.items():
    print(f'R = {distance:.0f} bohr: pair energy       {e_pair:.8f} hartree')
    print(f'   pair minus two monomers         {gap:.3e} hartree')
    print(f'   mu^2/R^3                        {mu**2/distance**3:.3e} hartree')
    print(f'   pair dipole variance            {var_pair:.6f} a.u.')
print(f'cross term, undisplaced vacuum     {vacuum_cross:.6f} hartree')
print(f'mean photon number, displaced      {photon_number:.5f}')
print('--- full CI states of LiH ---')
print(f'full CI energy, no cavity          '
      f'{energies[0]+mono.energy_nuc():.8f} hartree')
print(f'coupled states kept                {n}')
print(f'brightest excitation energy        {omega_n[bright]:.5f} hartree')
print(f'its transition dipole (size)       {abs(dip_n[bright]):.5f} a.u.')
print('--- coefficients: formula, then exact diagonalization (a.u.) ---')
print(f'lambda^2, one molecule       {second:.5f}  {second_exact:.5f}')
print(f'lambda^4, self-energy twice  {part[0]:.5f}  {twice_exact:.5f}')
print(f'lambda^4, self-energy once   {part[1]:.5f}  {once_exact:.5f}')
print(f'lambda^4, four photon steps  {part[2]:.5f}  {four_exact:.5f}')
print(f'lambda^4, sum                {total:.5f}  {total_exact:.5f}')
print(f'lambda^4, frequency integral {frequency_form:.5f}')
print('--- nonadditive energy at lambda = 0.05 ---')
print(f'lambda^4 formula                   {LAM**4*total:.4e} hartree')
print(f'   the same                        '
      f'{LAM**4*total*HARTREE_EV*1e6:.3f} micro-eV')
print(f'   brightest pair of states alone  {pair_bright:.4e} hartree')
print(f'   self-energy twice alone         {LAM**4*part[0]:.4e} hartree')
print(f'exact diagonalization              {exact_main:.4e} hartree')
print(f'   ratio exact/formula             {exact_main/(LAM**4*total):.4f}')
print(f'dipole covariance of A and B       {covariance_main:.4e} a.u.')
print('checks complete')
```

It prints:

```
bond length                        3.0 bohr
mode frequency w                   0.10 hartree
coupling lambda                    0.05 a.u.
free-space wavelength at w         8610 bohr
--- QED-HF, LiH, STO-3G ---
HF energy without cavity           -7.86224631 hartree
QED-HF energy, one molecule        -7.86050345 hartree
dipole moment, one molecule        -1.92067 a.u.
dipole variance, one molecule      1.381006 a.u.
self-energy lam^2 Var/2            0.00172626 hartree
R = 100 bohr: pair energy       -15.72100320 hartree
   pair minus two monomers         3.689e-06 hartree
   mu^2/R^3                        3.689e-06 hartree
   pair dipole variance            2.762041 a.u.
R = 1000 bohr: pair energy       -15.72100689 hartree
   pair minus two monomers         3.689e-09 hartree
   mu^2/R^3                        3.689e-09 hartree
   pair dipole variance            2.762013 a.u.
cross term, undisplaced vacuum     0.009222 hartree
mean photon number, displaced      0.18445
--- full CI states of LiH ---
full CI energy, no cavity          -7.88250433 hartree
coupled states kept                31
brightest excitation energy        0.13359 hartree
its transition dipole (size)       0.72928 a.u.
--- coefficients: formula, then exact diagonalization (a.u.) ---
lambda^2, one molecule       0.48318  0.48318
lambda^4, self-energy twice  -2.44228  -2.44018
lambda^4, self-energy once   2.61250  2.61040
lambda^4, four photon steps  -0.98179  -0.98178
lambda^4, sum                -0.81156  -0.81155
lambda^4, frequency integral -0.81156
--- nonadditive energy at lambda = 0.05 ---
lambda^4 formula                   -5.0723e-06 hartree
   the same                        -138.024 micro-eV
   brightest pair of states alone  -1.2377e-06 hartree
   self-energy twice alone         -1.5264e-05 hartree
exact diagonalization              -4.8648e-06 hartree
   ratio exact/formula             0.9591
dipole covariance of A and B       -5.3465e-03 a.u.
checks complete
```
